# The Double-Injection Insulator Law: Derivation and Limits, part 1

(Sections cited here and not found follow in the second part.)

## I. The drift law

### Equal mobilities

Consider an insulating slab, $0<x<L$, with no carriers of its own. Carriers recombine at centres whose own charge is neglected. The contact at $x=0$, the anode, supplies holes, and the contact at $x=L$, the cathode, supplies electrons. The field $E$ points along $+x$, so holes drift to the right and electrons to the left, and both carry current along $+x$. Suppose first that both have the same mobility $\mu$. Atomic units are used in the algebra, so the elementary charge is 1 and the permittivity is $\varepsilon=\varepsilon_r/4\pi$.

Where both kinds of carrier are plentiful, their densities $n$ and $p$ are nearly equal, because any large difference would be a large space charge. Each kind then carries about half of the current density $J$:

$$nE\simeq \frac{J}{2\mu}. \tag{1}$$

Let an electron live for a time $\tau$ before it recombines with a hole. The recombination rate per volume is $n/\tau$, and in a sheet of thickness $dx$ the loss per area is

$$\frac{n}{\tau}\,dx=\frac{J}{2\mu\tau}\,\frac{dx}{E}=\frac{J}{2\mu\tau}\,ds,\qquad ds\equiv\frac{dx}{E}. \tag{2}$$

The variable $s$ has a direct meaning. A carrier crosses $dx$ in the time $dx/(\mu E)=ds/\mu$, so $s$ is drift time multiplied by mobility. Equation (2) says that equal drift times bring equal losses, however the field varies in space.

Electrons enter at the cathode and are lost on their way to the left, so the electron current $J_n$ grows with $x$. The hole current $J_p$ falls by the same amount. Their difference therefore changes by $-J\,ds/(\mu\tau)$ across the sheet. By symmetry it vanishes at the midplane. With $\sigma$ denoting $s$ counted from there,

$$J_p-J_n=-\frac{J\sigma}{\mu\tau}. \tag{3}$$

The same difference equals $\mu(p-n)E$. Poisson's equation, $\varepsilon\,dE/dx=p-n$, turns this into $\mu\varepsilon E\,dE/dx=\mu\varepsilon\,dE/ds$, since $E\,d/dx=d/ds$. Hence

$$\frac{dE}{d\sigma}=-K\sigma,\qquad K=\frac{J}{\varepsilon\mu^2\tau}. \tag{4}$$

The field is a parabola in drift time. Each contact is taken to supply as many carriers as the slab will accept, which in a pure drift model means that the field vanishes there. If $S$ is the total range of $s$, then

$$E=\frac K2\left(\frac{S^2}{4}-\sigma^2\right). \tag{5}$$

The thickness is $\int E\,d\sigma$ and the voltage is $\int E\,dx=\int E^2\,d\sigma$. These two integrals fix $J$ in terms of $V$ and $L$. They are evaluated below for unequal mobilities, where the parabola survives with $\mu^2$ replaced by $\mu_n\mu_p$.

The example shows what limits the current. A neutral plasma could carry any current at a small field if nothing were lost. Recombination makes the electron and hole currents vary in space, this variation requires a small excess of holes near the anode and of electrons near the cathode, and the excess charge holds up the field.

### Unequal mobilities

Let the mobilities be constants $\mu_n$ and $\mu_p$, and define

$$\mu_s=\mu_n+\mu_p,\qquad c=\frac1{\mu_n}+\frac1{\mu_p}=\frac{\mu_s}{\mu_n\mu_p}. \tag{6}$$

Diffusion is left out for now. The steady state obeys

$$J_n=\mu_n nE,\qquad J_p=\mu_p pE,\qquad J=J_n+J_p, \tag{7}$$

$$\frac{dJ_n}{dx}=r,\qquad \frac{dJ_p}{dx}=-r,\qquad \varepsilon\frac{dE}{dx}=p-n. \tag{8}$$

Here $r$ is the recombination rate per volume. Constant lifetime means that $r=n/\tau$ when $n=p$, with $\tau$ independent of density. The signs in (8) are those of the example, and their sum gives $dJ/dx=0$, as a steady current requires.

Divide each continuity equation by its own mobility:

$$\frac{d(nE)}{dx}=\frac r{\mu_n},\qquad \frac{d(pE)}{dx}=-\frac r{\mu_p}. \tag{9}$$

Subtracting the first from the second gives

$$\frac{d}{dx}\big[(p-n)E\big]=-c\,r. \tag{10}$$

Poisson's equation replaces $p-n$ by $\varepsilon\,dE/dx$, so that

$$\varepsilon\frac{d}{dx}\left(E\frac{dE}{dx}\right)=-c\,r. \tag{11}$$

Nothing has been approximated between (7) and (11). The order of operations matters here. If $n=p$ were inserted in Poisson's equation at the start, the field would be uniform, and (11) would read $0=-cr$. The difference $p-n$ is small compared with $n$, but in (10) the large terms have cancelled and the difference is all that remains.

In $J$ and in $r$, on the other hand, $n$ and $p$ appear without cancellation, and there the replacement $p\to n$ makes a small relative error. It gives

$$n=\frac{J}{\mu_sE},\qquad r=\frac{J}{\mu_s\tau E}. \tag{12}$$

Insert this in (11), multiply by $E/\varepsilon$, and use $c/\mu_s=1/(\mu_n\mu_p)$ from (6):

$$E\frac{d}{dx}\left(E\frac{dE}{dx}\right)=-K,\qquad K=\frac{J}{\varepsilon\mu_n\mu_p\tau}. \tag{13}$$

With $E\,d/dx=d/ds$ applied twice, the nonlinear equation becomes

$$\frac{d^2E}{ds^2}=-K. \tag{14}$$

Counting $s$ from the anode and setting $E=0$ at $s=0$ and $s=S$, we obtain

$$E=\frac K2\,s(S-s). \tag{15}$$

The thickness follows from $dx=E\,ds$:

$$L=\frac K2\int_0^S(Ss-s^2)\,ds=\frac K2\left(\frac{S^3}2-\frac{S^3}3\right)=\frac{KS^3}{12}. \tag{16}$$

The voltage is

$$V=\frac{K^2}4\int_0^S\left(S^2s^2-2Ss^3+s^4\right)ds
=\frac{K^2S^5}4\left(\frac13-\frac12+\frac15\right)=\frac{K^2S^5}{120}. \tag{17}$$

To eliminate $S$, form the combination in which its powers cancel:

$$\frac{L^5}{V^3}=\frac{K^5S^{15}}{12^5}\,\frac{120^3}{K^6S^{15}}=\frac{1000}{144\,K}=\frac{125}{18\,K}. \tag{18}$$

Solving for $K$ and using its definition in (13) gives the insulator law,

$$\boxed{J=\frac{125}{18}\,\varepsilon\mu_n\mu_p\tau\,\frac{V^3}{L^5}.} \tag{19}$$

With the elementary charge $e$ restored, (7) and (8) contain $n$, $p$ and $r$ only in the products $en$, $ep$ and $er$. These products are eliminated in the derivation, so the law has the same form in SI units with $\varepsilon=\varepsilon_r\varepsilon_0$. Direct numerical integration of (13) in $x$, without the variable $s$, gives the coefficient 6.94444, which agrees with $125/18$ to the digits shown.

### The profile and the stored plasma

From (16), $S^3=12L/K$. With $K=125V^3/(18L^5)$ this is $S^3=216L^6/(125V^3)$, hence

$$S=\frac{6L^2}{5V}. \tag{20}$$

Let $u=s/S$. The prefactor of the field is $KS^2/2=6L/S=5V/L$, where (16) and (20) were used in turn. The profile is therefore

$$E=\frac{5V}{L}\,u(1-u),\qquad \frac xL=3u^2-2u^3. \tag{21}$$

The second relation is the integral of $E\,ds$ from 0 to $s$, divided by $L$. The field is largest at the midplane, $u=1/2$, where

$$E_{\rm peak}=\frac{5V}{4L}. \tag{22}$$

Near the anode $x\simeq3Lu^2$, and the field rises as $\sqrt x$. By (12) the plasma density diverges there as $x^{-1/2}$. The divergence is integrable, so the slab holds a finite charge, but so steep a gradient warns that diffusion must matter near the contacts.

The transit times of the two carriers are

$$t_n=\frac S{\mu_n}=\frac{6L^2}{5\mu_nV},\qquad t_p=\frac S{\mu_p}=\frac{6L^2}{5\mu_pV}. \tag{23}$$

Solving (23) for the mobilities gives $\mu_n\mu_p=36L^4/(25V^2t_nt_p)$, and the law takes the form

$$J=10\,\frac{\varepsilon V}{L}\,\frac{\tau}{t_nt_p}. \tag{24}$$

The electron charge stored per area is, by (12), $Q=\int n\,dx=JS/\mu_s$. Since $\mu_s/S=1/t_n+1/t_p$, this equals $Jt_nt_p/(t_n+t_p)$, and (24) gives

$$Q=\frac{\varepsilon V}{L}\,\frac{10\,\tau}{t_n+t_p}. \tag{25}$$

The factor $\varepsilon V/L$ is the charge per area of the empty slab acting as a capacitor. When the lifetime is much longer than the transit times, the plasma holds much more charge than that, because electrons and holes neutralize each other. The three powers of voltage can be read from (24): one comes from the capacitor charge and one from each transit time.

### When the plasma is neutral

The replacement $p\to n$ can now be judged by the solution it produced. Poisson's equation and (12) give

$$\frac{p-n}{n}=\frac{\varepsilon}{n}\frac{dE}{dx}=\frac{\varepsilon\mu_s}{J}\,E\frac{dE}{dx}=\frac{\varepsilon\mu_s}{J}\frac{dE}{ds}. \tag{26}$$

From (15), $dE/ds=K(S/2-s)$. With $K$ from (13) and $c$ from (6),

$$\frac{p-n}{n}=\frac c\tau\left(\frac S2-s\right). \tag{27}$$

The imbalance is greatest at the contacts, where its size is

$$q=\frac{cS}{2\tau}=\frac{t_n+t_p}{2\tau}=\frac{3cL^2}{5\tau V}. \tag{28}$$

The closure requires $q\ll1$. For a given slab this is a condition of high voltage, $V\gg3cL^2/(5\tau)$. It also shows why (19) cannot be continued to a single carrier by letting $\mu_p\to0$: the hole transit time would grow without limit and the condition would fail first.

A related quantity is the part of the current that recombines within the slab. By (12),

$$\frac1J\int_0^L r\,dx=\frac1{\mu_s\tau}\int_0^L\frac{dx}{E}=\frac{S}{\mu_s\tau}. \tag{29}$$

This is small when the transit times are short compared with the lifetime. Most electrons then reach the anode and most holes reach the cathode. The drift model does not say what happens to them there, a question taken up in the second half.

### The size of the error

For finite $q$ the drift equations can be kept without the neutral closure. Let $j=J_n/J$. Then $nE=Jj/\mu_n$ and $pE=J(1-j)/\mu_p$, and Poisson's equation multiplied by $E$ becomes

$$\frac{dE}{ds}=\frac J\varepsilon\left(\frac{1-j}{\mu_p}-\frac j{\mu_n}\right)=-\frac{Jc}{\varepsilon}\,(j-j_*),\qquad j_*=\frac{\mu_n}{\mu_s}. \tag{30}$$

The second form holds because the bracket is linear in $j$ with slope $-c$ and vanishes at $j_*$. The continuity equation becomes $dj/ds=Er/J$. Suppose that doubling both densities doubles $r$, as constant lifetime suggests. Then $Er/J$ depends on $j$ alone, and

$$\frac{dj}{ds}=F(j),\qquad F(j_*)=\frac1{\mu_s\tau}. \tag{31}$$

Two examples are $r=n/\tau$ and $r=2np/[(n+p)\tau]$. They agree when $n=p$ and differ otherwise.

Let $\sigma=s-S/2$ and $h=S/2$, and write $F$ and $F'$ for the values at $j_*$. Both $Fh$ and $F'h$ are of first order in transit time over lifetime. About the midplane value $j_m$,

$$j=j_m+F\sigma+\tfrac12FF'\sigma^2+\dots \tag{32}$$

The field vanishes at both ends, so the integral of $j-j_*$ over the slab must vanish by (30). The linear term integrates to zero, and the quadratic term gives $j_m-j_*=-FF'h^2/6$, which is of second order. Differentiating (30) and using (31),

$$\frac{d^2E}{d\sigma^2}=-\frac{Jc}\varepsilon F(j)=-K\left(1+F'\sigma+\text{second order}\right), \tag{33}$$

since $JcF/\varepsilon=K$. The solution that vanishes at $\sigma=\pm h$ is

$$E=\frac K2(h^2-\sigma^2)+\frac{KF'}6(h^2\sigma-\sigma^3)+\dots \tag{34}$$

The first-order term is odd in $\sigma$. It drops out of $L=\int E\,d\sigma$. In $V=\int E^2\,d\sigma$ its product with the even term integrates to zero, and its square is of second order. At fixed $V$ and $L$ the relative error of (19) within the drift model is therefore of second order.

Numerical solutions of (30) and (31) with $\mu_n=4\mu_p$ test this. When $q$ is lowered from 0.375 to 0.1875, the relative error of the law falls by a factor 4.00 for each of the two recombination rates. When $F'\neq0$, as in both of these cases, the field profile itself has a first-order error by (34), so the current is more accurate than the profile from which it was obtained.

## II. Contacts, diffusion and a worked example

### Results carried over

The anode is at $x=0$ and the cathode at $x=L$. The densities are $n$ and $p$, the lifetime is $\tau$, and $\mu_s=\mu_n+\mu_p$, $c=1/\mu_n+1/\mu_p$. In the drift model the current is (19), the peak field is $5V/(4L)$, and the transit times are $t_n$ and $t_p$ of (23). The contact imbalance is $q=(t_n+t_p)/(2\tau)$, and the share of the current that recombines in the slab is $S/(\mu_s\tau)$ with $S=6L^2/(5V)$. The elementary charge $e$ is 1 in the algebra and is restored for numbers.

### A balance that includes diffusion

Let $v=kT/e$ be the thermal voltage. For non-degenerate carriers the diffusion coefficients are $\mu_nv$ and $\mu_pv$. Both carriers diffuse towards lower density, but their charges are opposite, so the currents are

$$J_n=\mu_n\left(nE+v\frac{dn}{dx}\right),\qquad J_p=\mu_p\left(pE-v\frac{dp}{dx}\right). \tag{35}$$

Divide by the mobilities and subtract:

$$\frac{J_p}{\mu_p}-\frac{J_n}{\mu_n}=(p-n)E-v\frac{d(n+p)}{dx}. \tag{36}$$

By Poisson's equation $(p-n)E$ is the derivative of $\varepsilon E^2/2$. The right side is thus the derivative of one quantity,

$$w=\frac{\varepsilon E^2}2-v(n+p),\qquad \frac{dw}{dx}=\frac{J_p}{\mu_p}-\frac{J_n}{\mu_n}. \tag{37}$$

Here $v(n+p)$ is the pressure of the carriers and $\varepsilon E^2/2$ is the electric stress. A further derivative, with the continuity equations (8), gives

$$\frac{d^2w}{dx^2}=-c\,r. \tag{38}$$

Without the pressure this is (11). Equations (37) and (38) do not assume neutrality.

The contacts must now be specified. In a diode with good contacts the anode passes holes but blocks electrons, and the cathode does the reverse. Such selective contacts have $J_n(0)=0$ and $J_p(L)=0$, so that

$$w'(0)=\frac J{\mu_p},\qquad w'(L)=-\frac J{\mu_n}. \tag{39}$$

Integrating (38) across the slab with (39) gives $c\int r\,dx=cJ$: the whole current recombines inside. The drift region accounts for the share $S/(\mu_s\tau)$ alone. The remaining carriers pile up in front of the contact that blocks them and recombine there.

The drift law for the current has been derived and its error within the drift model found to be of second order, and a balance including diffusion shows that with selective contacts the whole current recombines inside the slab. What remains is to find the end layers where carriers pile up and their effect on the current, and to test the law on a silicon carbide example.

Numerical values quoted here were computed with a short program.
